# Counting mechanical constraints in a Ge2Sb2Te5 glass network

**Question**

A phase-change memory cell contains amorphous Ge$_2$Sb$_2$Te$_5$. Model it as a large covalent network in which every Ge atom has four bonds, every Sb atom three and every Te atom two. These coordinations are an assignment that defines the model. Every bond resists a change of its length, and every angle between two bonds at the same atom resists a change. Weaker forces between atoms that are not bonded are ignored.

A *constraint* is one condition, linear in small atomic displacements, that a length or an angle stay fixed. Constraint numbers are dimensionless. Unless a part says otherwise, all constraints are intact and the bond directions are generic: no two bonds at an atom are collinear, and the bonds of an atom with three or more of them do not all lie in one plane.

**Part (a). Find the mean coordination and the number of bonds per formula unit. Can every bond of Ge and Sb end on a Te atom?**

*Model answer.* A formula unit has $2+2+5=9$ atoms. Its bond ends number

$$
2\cdot4+2\cdot3+5\cdot2=8+6+10=24 ,
$$

so the mean coordination is

$$
\bar r=\frac{24}{9}=\frac{8}{3}\approx2.67 .
$$

Each bond has two ends, which gives $24/2=12$ bonds per formula unit.

For the second question, let $c$ be the number of bonds that join two atoms of the group Ge and Sb, $m$ the number that join this group to Te, and $t$ the number of Te–Te bonds, all per formula unit. Counting the bond ends on each side gives

$$
2c+m=8+6=14,\qquad m+2t=10 .
$$

Subtracting the second equation from the first removes $m$:

$$
2c-2t=4\quad\Longrightarrow\quad c=2+t .
$$

Since $t$ cannot be negative, $c\ge2$. The answer is no: with the assigned coordinations, at least two bonds per formula unit join Ge or Sb atoms to one another. This does not affect the constraint count below, which depends on how many bonds an atom has and not on the element at the other end.

**Part (b). How many constraints belong to an atom with $r\ge2$ bonds? State where the rule fails.**

*Model answer.* A bond length is shared by the two atoms that it joins, so half of it is assigned to each. An $r$-fold atom therefore carries $r/2$ stretching constraints.

For the angles, describe the bonds by unit vectors $\mathbf u_1,\dots,\mathbf u_r$ pointing from the atom to its neighbours. One angle fixes $\mathbf u_2$ relative to $\mathbf u_1$. Each further vector has two directional coordinates, and its angles to $\mathbf u_1$ and $\mathbf u_2$ fix both of them, provided that it lies outside the plane of those two. The number of independent angles is thus

$$
1+2(r-2)=2r-3 .
$$

There cannot be more. The $r$ directions have $2r$ coordinates in total, and the three rotations of the whole set change no angle.

Adding the two kinds gives

$$
n(r)=\frac r2+(2r-3)=\frac{5r}{2}-3 .
$$

| Atom | $r$ | Stretching | Bending | Total $n$ |
|---|---|---|---|---|
| Ge | 4 | 2.0 | 5 | 7.0 |
| Sb | 3 | 1.5 | 3 | 4.5 |
| Te | 2 | 1.0 | 1 | 2.0 |

Six angles can be drawn between the four bonds of Ge, but the table contains five. For a regular tetrahedron the dependent combination can be written down. Let $\mathbf s=\mathbf u_1+\mathbf u_2+\mathbf u_3+\mathbf u_4$. Then

$$
\mathbf s\cdot\mathbf s=4+2\sum_{i<j}\mathbf u_i\cdot\mathbf u_j .
$$

The vectors keep unit length, so a small change obeys

$$
\delta\sum_{i<j}\mathbf u_i\cdot\mathbf u_j=\mathbf s\cdot\delta\mathbf s=0,
$$

because $\mathbf s=0$ in the regular tetrahedron. The six cosines therefore cannot all change independently to first order.

The rule fails in three cases that matter here.

- An atom with one bond has no angle, whereas $2r-3$ would give $-1$. Its correct count is $1/2$.
- At a linear twofold atom, the cosine of the angle is at its minimum and has no first-order change. The number of independent cosines is 0 instead of 1.
- At a planar threefold atom, moving a bond out of the plane leaves all cosines unchanged to first order. Two independent cosines remain instead of three.

In the last two cases the constraints must be found from the actual restoring forces, since a force that opposes bending away from a line or a plane can still be present.

**Part (c). Find the mean number of constraints per atom and compare it with the degrees of freedom. At what mean coordination do the two balance?**

*Model answer.* Weighting the totals of part (b) by the composition gives

$$
\bar n=\frac{2\cdot7+2\cdot4.5+5\cdot2}{9}
=\frac{14+9+10}{9}=\frac{33}{9}=\frac{11}{3}\approx3.67 .
$$

The stretching part is $12/9\approx1.33$ and the bending part is $(2\cdot5+2\cdot3+5\cdot1)/9=21/9\approx2.33$. Most of the constraints are therefore angular.

The mean coordination alone gives the same answer, because $n(r)$ is linear in $r$ and every atom has $r\ge2$:

$$
\bar n=\frac52\cdot\frac83-3=\frac{20}{3}-\frac93=\frac{11}{3}.
$$

Each atom can move in three directions. The model has an excess of $11/3-3=2/3$ constraint per atom and is over-constrained on average. Balance requires

$$
\frac52\bar r-3=3\quad\Longrightarrow\quad \bar r=\frac{6}{5/2}=2.4 .
$$

In this average count, a large network with $\bar r<2.4$ has too few constraints to remove all internal motions. The size matters because a free cluster of $N$ atoms needs only $3N-6$ independent constraints: a ring of six twofold atoms has 12 constraints for 18 coordinates and is rigid in a generic shape. The assigned value of 2.67 lies above the balance. For comparison, a network made entirely of twofold atoms has $n=2$, one fewer than the degrees of freedom.

**Part (d). An atom has three degrees of freedom. What, then, does a count of 3.67 mean? Apply your answer to a cluster of 90 atoms.**

*Model answer.* The count adds up constraints that are independent at each atom. Constraints at different atoms can still depend on one another. Let a cluster have $N$ atoms and $M$ constraints, of which $R$ are independent. The displacements that violate none of them are the zero modes. Their number $Z$ and the number $S$ of redundant constraints are

$$
Z=3N-R,\qquad S=M-R .
$$

Subtraction eliminates the unknown $R$:

$$
Z-S=3N-M .
$$

A free cluster that is rigid has $Z=6$, from three translations and three rotations. With $M=11N/3$,

$$
S=Z-3N+M=6-3N+\frac{11N}{3}=\frac{2N}{3}+6 .
$$

For $N=90$ this gives $M=330$, $R=3\cdot90-6=264$ and $S=66$. A redundant constraint is one whose fixed length or angle is already determined by the others. If its preferred value disagrees with the value they impose, the network cannot relax every bond and angle at once and holds internal stress.

The assumption $Z=6$ needs support, because an average excess does not show that every region is rigid. It was tested on a random network of 90 atoms with the assigned coordinations and no Te–Te bonds. The atoms were placed at random positions, so the test concerns the connectivity and not the real atomic arrangement. The linearized constraints gave 264 independent ones, 66 redundant ones and 6 zero modes, as required. The coordinations alone do not guarantee this result: a random network that also contains Te–Te bonds can keep a few internal motions.

A closed ring of 90 twofold atoms behaves differently. It has $M=2\cdot90=180$ constraints, all of which proved independent. Hence $Z=270-180=90$, and after removal of the six rigid motions 84 internal motions remain.

**Part (e). Suppose that the angles at one element no longer resist bending, while all coordinations and all other constraints are held fixed. Find the new count for each element in turn.**

*Model answer.* Subtract the bending constraints of that element, divided by nine atoms:

$$
\text{Ge: }\ \frac{33-2\cdot5}{9}=\frac{23}{9}\approx2.56,
$$

$$
\text{Sb: }\ \frac{33-2\cdot3}{9}=\frac{27}{9}=3,
\qquad
\text{Te: }\ \frac{33-5\cdot1}{9}=\frac{28}{9}\approx3.11 .
$$

The Ge angles decide the sign of the excess. Without them, the 90-atom network has $M=230$, so $Z=270-230+S\ge40$ and internal motions must exist. The calculation for the network of part (d) found 45 zero modes, which means $S=45-40=5$ redundant constraints. Too few constraints overall and some redundancy can therefore occur together.

The Sb case shows the limit of the average count. Here $M=270$ equals the number of coordinates, yet the same network has 13 zero modes. Since $Z-S=0$, it also has 13 redundant constraints. Some constraints are spent where they are not needed, and seven internal motions remain free. Without the Te angles, this network, which has no Te–Te bonds, keeps only its six rigid motions. Where Te–Te bonds are present, further motions can become free. The numbers 45 and 13 also belong to this one network. Twenty other random networks of 90 atoms with the same coordinations and no Te–Te bonds gave 40 to 45 zero modes without the Ge angles and 12 to 20 without the Sb angles.

If only a fraction $f$ of the Ge bending constraints is lost, the count falls by $10f/9$. It reaches 3 when

$$
\frac{10f}{9}=\frac23\quad\Longrightarrow\quad f=\frac{6}{10}=0.6 .
$$

This is the point of balance in the average count. The Sb case shows that such a balance does not guarantee rigidity, and rigidity can be lost earlier. In the 90-atom network, removing all angles at a random 40% of the Ge atoms left one to three internal motions in five trials, and removing them at 60% left three to eight.

**Part (f). Keep Ge fourfold and Sb threefold, but now require every bond to join one of them to Te. Find the Te coordination and the new constraint count.**

*Model answer.* The 14 bond ends of Ge and Sb must meet 14 ends on five Te atoms. The mean Te coordination is $14/5=2.8$, which can be realized by one twofold and four threefold Te atoms. The total number of bond ends is now 28, so

$$
\bar r=\frac{28}{9}\approx3.11,\qquad
\bar n=\frac52\cdot\frac{28}{9}-3=\frac{70-27}{9}=\frac{43}{9}\approx4.78 .
$$

All bending constraints, including the new ones at Te, are taken as intact. The count rises by $10/9\approx1.11$. This follows directly from the rule: four extra bond ends at $5/2$ constraints each give 10 constraints per nine atoms. The value 3.67 therefore belongs to the 4–3–2 assignment and not to the chemical formula alone.

**Part (g). A cubic cell has an edge of 20 nm and a density of roughly 31 atoms per nm$^3$. Find its number of excess constraints. Then estimate the effect of a free surface and of thermal bending at 358 K. For the latter, take an angular stiffness $k_\theta=2$ eV/rad$^2$ and count an angle as broken when it is more than 20° from its rest value.**

*Model answer.* The cell contains $31\cdot20^3\approx2.48\times10^5$ atoms. It has about $9.09\times10^5$ constraints, of which

$$
\frac23\cdot2.48\times10^5\approx1.65\times10^5
$$

are in excess of three per atom. The six rigid motions are negligible at this size.

*Surface.* For an estimate, arrange the atoms as a cube with 63 atoms along each edge. The atoms in the outer layer form the fraction

$$
1-\left(\frac{61}{63}\right)^3\approx0.092 .
$$

Let each of them lose one bond end, and let the surface have the bulk composition. A Ge atom then loses $7-4.5=2.5$ constraints and an Sb atom $4.5-2=2.5$. A Te atom becomes onefold and loses $2-0.5=1.5$. The mean loss is

$$
\frac{2\cdot2.5+2\cdot2.5+5\cdot1.5}{9}=\frac{17.5}{9}\approx1.94,
$$

and the count for the whole cell falls by about $0.092\cdot1.94\approx0.18$ per atom. The loss of one bond end per outer atom is an assumption. A flat cut through randomly directed bonds of length 0.28 nm would sever only about 0.6 bonds per outer atom and lower the loss to roughly 0.1 per atom, so the estimate gives the order of magnitude. Bonds to an electrode or a dielectric would change it further.

*Temperature.* Treat each independent angle as a separate classical spring with energy $k_\theta\theta^2/2$, where $\theta$ is the deviation from rest. The Boltzmann weight $\exp(-k_\theta\theta^2/2k_BT)$ is a Gaussian of variance $k_BT/k_\theta$. With $k_BT=0.0309$ eV,

$$
\theta_{\rm rms}=\sqrt{\frac{k_BT}{k_\theta}}
=\sqrt{\frac{0.0309}{2}}\approx0.124\ \text{rad},
$$

which is about 7.1°. The part of the Gaussian beyond 20° on either side is

$$
\operatorname{erfc}\!\left(\frac{20}{7.12\sqrt2}\right)\approx0.005 .
$$

Multiplied by the 2.33 bending constraints per atom, this gives a loss of about 0.01 per atom. The stiffness and the limit are chosen values, and the tail of a Gaussian depends strongly on both, so the result holds only for these choices. With half the stiffness, the same estimate with separate springs already gives a loss of about 0.11 per atom.

**Part (h). Which assumption matters most for a real cell, and what can the count not predict?**

*Model answer.* An edge of 20 nm and a temperature of 358 K are reasonable for a small memory cell, and the density is a rough value for the amorphous material. For these numbers the estimated change of the count is 0.1 to 0.2 from the surface and about 0.01 from thermal bending. The choice of coordination and of intact angles changes it by up to about 1.1 in the cases treated here, upwards in part (f) and downwards for Ge in part (e).

This is also where the model is least secure. Atomistic models of amorphous Ge$_2$Sb$_2$Te$_5$ contain Te atoms with more than two neighbours and Ge atoms whose bond angles are closer to 90° than to the tetrahedral angle. Their bond lengths are spread, so the coordination depends on the distance at which a neighbour is still called bonded. Extra Te bonds raise the count, while soft angles lower it. The value 3.67 should be quoted together with the 4–3–2 assignment and the assumption that all angles are intact.

The count contains no electronic energies, so it cannot locate a state in the band gap. A redundant constraint is a mechanical property and is not by itself an electronic defect. The count also contains no energy barriers or atomic rates, and it therefore gives no crystallization time. The main computed values are collected in the numerical output below.

## Table of computed values

```
mean coordination: 2.6667 bonds per atom
Ge: bonds 4, stretching 2.0, bending 5, total 7.0
Sb: bonds 3, stretching 1.5, bending 3, total 4.5
Te: bonds 2, stretching 1.0, bending 1, total 2.0
bonds per formula unit: 12
stretching constraints per atom: 1.3333
bending constraints per atom: 2.3333
total constraints per atom: 3.6667
excess over 3 per atom: 0.6667
coordination at balance: 2.40 bonds per atom
independent angles, regular tetrahedron: 5 of 6
independent angles, right-angled pyramid: 3 of 3
independent angles, linear twofold atom: 0 of 1
independent angles, planar threefold atom: 2 of 3
test network: 90 atoms, 120 bonds, 210 bending constraints
test network: 330 constraints, 264 independent, 66 redundant
test network zero modes: 6
smallest nonzero singular value: 3.4e-02 (dimensionless)
ring of 90 twofold atoms: 180 independent, 90 zero modes
without Ge bending: 2.5556 per atom, 45 zero modes
without Sb bending: 3.0000 per atom, 13 zero modes
without Te bending: 3.1111 per atom, 6 zero modes
bond ends per formula unit: Ge and Sb 14, Te 10
fewest bonds among Ge and Sb: 2 per formula unit
all bonds on Te: Te coordination 2.80, mean 3.1111
all bonds on Te: 4.7778 constraints per atom
all bonds on Te: change +1.1111 per atom
cell edge: 20 nm; rough density: 31 atoms/nm^3
atoms in cell: 2.480e+05
constraints in cell: 9.093e+05
excess constraints in cell: 1.653e+05
atoms along cell edge: 63
surface atom fraction: 9.22 %
mean loss per cut bond end: 1.9444 constraints
free-surface loss: 0.1794 constraints per atom
temperature: 358 K; thermal energy: 0.03085 eV
angular stiffness: 2.0 eV/rad^2; limit: 20 degrees
rms thermal angle change: 7.12 degrees
fraction beyond limit: 0.495 %
thermal loss: 0.0115 constraints per atom
```
